\section*{Potential Decay in an Intrinsic Semiconductor Half-Space}

\section{The equation}

Q: An undoped semiconductor has few carriers, and they respond exponentially to the potential. Why should its band bending have a simple form at all?

A: Let me first fix the problem. A uniform semiconductor fills $x>0$, with permittivity $\varepsilon$ and intrinsic density $n_i$. It is in thermal equilibrium at temperature $T$, without dopants or other fixed charge. The potential $\psi(x)$ vanishes deep in the bulk and equals $\psi_s$ at $x=0$. With $q>0$ the elementary charge, define
\begin{equation}
u=\frac{q\psi}{kT},\qquad u_s=\frac{q\psi_s}{kT}.
\end{equation}
An electron has potential energy $-q\psi$ and a hole $+q\psi$. If both carriers are non-degenerate, Boltzmann statistics gives
\begin{equation}
n=n_i e^{u},\qquad p=n_i e^{-u}.
\label{eq:boltz}
\end{equation}
Positive $\psi$ attracts electrons and bends the bands downward. The two prefactors are equal because the bulk, where $u=0$, is neutral. The two bands need not have equal densities of states.

Q: And the field acts back on the carriers through their average charge only?

A: Yes, this is a mean-field model. The charge density is $\rho=q(p-n)$, so Poisson's equation reads
\begin{equation}
\psi''=-\frac{\rho}{\varepsilon}
=\frac{qn_i}{\varepsilon}\left(e^u-e^{-u}\right)
=\frac{2qn_i}{\varepsilon}\sinh u .
\end{equation}
Multiplying by $q/kT$ turns $\psi''$ into $u''$:
\begin{equation}
u''=\frac{\sinh u}{L^2},\qquad
L=\left(\frac{\varepsilon kT}{2q^2n_i}\right)^{1/2}.
\label{eq:pb}
\end{equation}
The factor 2 in $L$ is there because electrons and holes both screen.

\section{From second order to first order}

Q: For small $u$ I would replace $\sinh u$ by $u$ and get $u_se^{-x/L}$. For large $u$ the equation is strongly nonlinear. How do you proceed without an approximation?

A: The coordinate $x$ does not appear explicitly, so multiplication by $u'$ makes both sides total derivatives:
\begin{equation}
u'u''=\frac{u'\sinh u}{L^2}
\quad\Longrightarrow\quad
\frac{d}{dx}\left(\frac{u'^2}{2}-\frac{\cosh u}{L^2}\right)=0 .
\end{equation}
The bracket is constant, and the bulk fixes its value.

Q: You know that $u\to0$ in the bulk. You have not said that $u'\to0$.

A: It follows. Taylor's theorem over one length $L$ gives, for some $\xi$ between $x$ and $x+L$,
\begin{equation}
Lu'(x)=u(x+L)-u(x)-\frac{L^2}{2}u''(\xi).
\end{equation}
As $x\to\infty$, the first two terms on the right vanish. So does the last, since $L^2u''=\sinh u\to0$. Hence $u'\to0$ and the constant is $-1/L^2$. With $\cosh u-1=2\sinh^2(u/2)$,
\begin{equation}
u'^2=\frac{2}{L^2}(\cosh u-1)
=\frac{4}{L^2}\sinh^2\frac u2 .
\label{eq:first}
\end{equation}

Q: A square root has two signs. Could the solution change from one to the other, or oscillate?

A: Suppose $u_s\neq0$ and $u$ reached zero at a finite depth. By \eqref{eq:first}, $u'$ would vanish there too. The function $u\equiv0$ has the same value and slope at that point, and since $\sinh u$ is smooth, the initial-value problem has one solution. Then $u$ would be zero everywhere, contradicting $u_s\ne0$. So $u$ never vanishes, and by \eqref{eq:first} neither does $u'$. Both are continuous and keep their signs. If those signs were equal, $|u|$ would grow with depth and could not tend to zero. They are therefore opposite:
\begin{equation}
u'=-\frac2L\sinh\frac u2 .
\label{eq:root}
\end{equation}
This holds for either sign of $u_s$.

\section{Where the quarter comes from}

Q: This is still nonlinear. Is there a variable in which it becomes linear?

A: Separation of variables finds it. Equation \eqref{eq:root} is
\begin{equation}
\frac{du}{\sinh(u/2)}=-\frac{2\,dx}{L}.
\label{eq:sep}
\end{equation}
The half-angle formula, applied to $u/2$, gives
\begin{equation}
\sinh\frac u2=2\sinh\frac u4\cosh\frac u4
=2\tanh\frac u4\,\cosh^2\frac u4 .
\end{equation}
Now set $\tau=\tanh(u/4)$. Its differential is $d\tau=du/[4\cosh^2(u/4)]$, so
\begin{equation}
\frac{du}{\sinh(u/2)}
=\frac{1}{2\tau}\,\frac{du}{\cosh^2(u/4)}
=\frac{2\,d\tau}{\tau}.
\end{equation}
Insertion in \eqref{eq:sep} leaves $d\tau/\tau=-dx/L$. The first integral halves the argument once and the integration halves it again. Integrating from the surface,
\begin{equation}
\boxed{\;\tanh\frac{u(x)}4=\tanh\frac{u_s}4\;e^{-x/L}\;}
\label{eq:main}
\end{equation}
No expansion in $u$ has been made. Within the model, the exponential is exact at every depth and for every finite $u_s$.

Q: Multiplying by $u'$ can introduce false solutions. Does \eqref{eq:main} satisfy the original equation?

A: Differentiate \eqref{eq:root} and use it once more:
\begin{equation}
u''=-\frac1L\cosh\frac u2\;u'
=\frac{2}{L^2}\sinh\frac u2\cosh\frac u2
=\frac{\sinh u}{L^2}.
\end{equation}
The boundary values are also right: $x=0$ returns $u_s$, and $x\to\infty$ gives $u\to0$. Since $|\tanh(u_s/4)|<1$, the inverse hyperbolic tangent exists at every depth.

\section{What the potential itself does}

Q: So is the potential exponential or not?

A: In general it is not. Write $\tau_s=\tanh(u_s/4)$. Inversion gives
\begin{equation}
u=4\,\mathrm{artanh}\left(\tau_se^{-x/L}\right)
=2\ln\frac{1+\tau_se^{-x/L}}{1-\tau_se^{-x/L}} .
\label{eq:inv}
\end{equation}
Its local decay rate follows from \eqref{eq:root}:
\begin{equation}
-\frac{L\psi'}{\psi}=-\frac{Lu'}{u}=\frac{2\sinh(u/2)}{u}
=1+\frac{u^2}{24}+\cdots .
\label{eq:rate}
\end{equation}
The rate exceeds one wherever $u\ne0$ and approaches one in the deep bulk.

Q: Then deep inside I recover my linear solution.

A: You recover its decay length, but not its amplitude. Since $\mathrm{artanh}\,z=z+z^3/3+\cdots$, the tail is
\begin{equation}
u\simeq4\tanh\frac{u_s}{4}\;e^{-x/L}.
\label{eq:tail}
\end{equation}
Extrapolated back to the surface, it suggests a surface potential of $(4kT/q)\tanh(u_s/4)$. For small $u_s$ this is $\psi_s$. For large $|u_s|$ its magnitude approaches $4kT/q$ from below, so the deep bulk hardly registers a further rise of $\psi_s$.

Q: Where does the rest of a large surface potential go?

A: Into a thin layer next to the surface. Take $u_s>0$ and define $x_0=-L\ln\tau_s$, so that $\tau=e^{-(x+x_0)/L}$. Equation \eqref{eq:inv} becomes
\begin{equation}
u=2\ln\coth\frac{x+x_0}{2L}.
\label{eq:shift}
\end{equation}
All positive profiles at given $L$ are pieces of one curve, shifted along $x$. The curve diverges at the virtual plane $x=-x_0$, outside the semiconductor. If $x+x_0\ll L$, then $\coth[(x+x_0)/2L]\simeq2L/(x+x_0)$, and
\begin{equation}
u\simeq2\ln\frac{2L}{x+x_0},\qquad
n\simeq\frac{4n_iL^2}{(x+x_0)^2}
=\frac{2\varepsilon kT}{q^2(x+x_0)^2}.
\end{equation}
The last step uses the definition of $L$. This is the strong-bending limit, in which electrons alone carry nearly all the local charge. The potential falls logarithmically. At a given distance from the virtual plane the electron density no longer depends on $n_i$. For negative $u_s$, exchange electrons and holes.

Q: How much field and charge belong to this solution?

A: The surface field is $F_s=-\psi'(0)$, so \eqref{eq:root} gives
\begin{equation}
F_s=\frac{2kT}{qL}\sinh\frac{u_s}{2}.
\label{eq:field}
\end{equation}
The charge per area in the semiconductor is
\begin{equation}
Q_s=\int_0^\infty\rho\,dx
=-\varepsilon\int_0^\infty\psi''dx
=\varepsilon\psi'(0)=-\varepsilon F_s .
\end{equation}
From the definition of $L$, $\varepsilon kT/q=2qn_iL^2$. Therefore
\begin{equation}
Q_s=-4qn_iL\sinh\frac{u_s}{2}.
\label{eq:charge}
\end{equation}
Positive $\psi_s$ gives negative charge, as the attracted electrons require.

\section{A germanium surface}

Q: Show me numbers. Would silicon at room temperature do?

A: Poorly. Its intrinsic density is roughly $10^{10}\,\mathrm{cm^{-3}}$, and residual doping usually exceeds that. High-purity germanium at 300 K suits the model better. I take the rough values $n_i=2\times10^{13}\,\mathrm{cm^{-3}}$ and relative permittivity 16, and let a gate set $\psi_s=0.15$ V. The digits below belong to these inputs. The often quoted $n_i=2.3$ to $2.4\times10^{13}\,\mathrm{cm^{-3}}$ would shorten $L$ by 7 to 9\%, to about $0.69$--$0.70\,\mu$m, and the depths, field and charge would change in proportion. With $kT/q=25.852$ mV,
\begin{align}
L&=\left[\frac{16(8.854\times10^{-12})(0.025852)}
{2(1.602\times10^{-19})(2\times10^{19})}\right]^{1/2}\mathrm{m}
=0.756\,\mu\mathrm{m},\\
u_s&=\frac{150}{25.852}=5.802,\qquad
\tau_s=\tanh(1.4506)=0.896 .
\end{align}
At $x=L$ the law gives $\tau=0.8958/e=0.3295$, so $\psi=4(25.852\,\mathrm{mV})\,\mathrm{artanh}(0.3295)=35.4$ mV. Here is the profile beside the linearized one:
\begin{center}
\begin{tabular}{cccc}
$x/L$ & $\tanh(u/4)$ & $\psi$ (mV) & linearized (mV)\\
0 & 0.8958 & 150.0 & 150.0\\
1 & 0.3295 & 35.4 & 55.2\\
2 & 0.1212 & 12.6 & 20.3\\
3 & 0.0446 & 4.62 & 7.47\\
5 & 0.0060 & 0.624 & 1.011
\end{tabular}
\end{center}

Q: Is the third column just your formula evaluated again?

A: No, it comes from a direct numerical solution of the second-order Poisson equation, with 0.15 V at the surface and zero at $14L$. At the sampled depths from 0 to $5L$, the hyperbolic tangent computed from it differs from \eqref{eq:main} by at most $1.5\times10^{-8}$ of its value. That residue comes from the finite domain: forcing zero at $14L$ changes the tail at $5L$ by the fraction $e^{-2(14-5)}=1.5\times10^{-8}$. A straight-line fit to the logarithm of the hyperbolic tangent returns $L=0.756\,\mu$m.

Q: The linear result is too large even at $5L$, where the potential is tiny. Why does it not improve?

A: Because the excess was set near the surface. The ratio of the linear profile to the tail \eqref{eq:tail} is $u_s/(4\tau_s)=5.802/3.583=1.62$, independent of depth. The table gives $1.011/0.624=1.62$ at $5L$. The decay rate of $\psi$ does approach the linear one: from \eqref{eq:rate} it is $3.13/L$ at the surface, and it has fallen to $1.00002/L$ at $5L$.

The half-potential depth shows the same thing. Setting $u=u_s/2$ in \eqref{eq:main} gives
\begin{equation}
x_{1/2}=L\ln\frac{\tanh(u_s/4)}{\tanh(u_s/8)}
=756\,\mathrm{nm}\times\ln\frac{0.8958}{0.6202}=278\,\mathrm{nm}.
\end{equation}
The linear estimate, $L\ln2$, is 524 nm. The virtual plane lies $x_0=83$ nm outside the surface.

Q: And how close is this tail to its ceiling?

A: Its amplitude is $3.58\,kT/q$, or 92.6 mV, against a ceiling of $4kT/q=103.4$ mV. Numerical quadrature of the first integral \eqref{eq:first} gives amplitudes of 0.980, 3.583 and 3.9996 in units of $kT/q$ for $u_s=1$, 5.802 and 20, in agreement with $4\tanh(u_s/4)$. The last case illustrates the equation and is not a germanium surface: Boltzmann statistics would have failed long before.

The field and charge follow from \eqref{eq:field} and \eqref{eq:charge}, with $\sinh(2.901)=9.07$:
\begin{align}
F_s&=\frac{2(0.025852\,\mathrm V)}{0.756\,\mu\mathrm m}(9.07)
=0.620\,\mathrm{V/\mu m}=0.0062\,\mathrm{MV/cm},\\
Q_s&=-0.0088\,\mathrm{\mu C/cm^2}.
\end{align}

\section{When the law fails}

Q: Suppose I dope the material. Could I keep the law and merely adjust $L$?

A: No. Let the net donor density be $N$, and measure $\phi=q\psi/kT$ from the doped bulk. The bulk densities are $n_ie^{u_B}$ and $n_ie^{-u_B}$, and neutrality requires $N=2n_i\sinh u_B$. Poisson's equation becomes
\begin{equation}
L^2\phi''=\sinh(\phi+u_B)-\sinh u_B ,
\end{equation}
with $L$ still defined by $n_i$. Multiplying by $\phi'$ and integrating from the bulk,
\begin{equation}
L^2\phi'^2=2\left[\cosh(\phi+u_B)-\cosh u_B-\phi\sinh u_B\right].
\end{equation}
Let $r$ be the local decay rate of $\tanh(\phi/4)$ in units of $1/L$. Since $d\ln\tanh(\phi/4)=d\phi/[2\sinh(\phi/2)]$,
\begin{equation}
r=-\frac{L\phi'}{2\sinh(\phi/2)},\qquad
r^2=\cosh u_B+\frac{\phi}{3}\sinh u_B+O(\phi^2).
\end{equation}
The expansion uses $\phi^2\cosh u_B+(\phi^3/3)\sinh u_B+\cdots$ for $L^2\phi'^2$ and $\phi^2+O(\phi^4)$ for $4\sinh^2(\phi/2)$. The linear term makes $r$ vary with depth for any nonzero $u_B$. No new constant length can absorb that.

Q: Is the variation large enough to matter?

A: It depends on $N/n_i$. Take $N=2n_i=4\times10^{13}\,\mathrm{cm^{-3}}$, holding $n_i$, $T$ and the surface potential of 0.15 V relative to the bulk fixed. Then $\sinh u_B=1$, and the deep limit is $r=(\cosh u_B)^{1/2}=2^{1/4}=1.189$. A direct solution of the doped equation gives $r=1.544$ at the surface and 1.190 at $5L$. For a rough residual doping of $10^{10}\,\mathrm{cm^{-3}}$, by contrast, the first integral changes $r$ by at most about 0.012\% over the range examined, $0.05\le\phi\le u_s$.

Q: How does your germanium half-space compare with a real device?

A: Room-temperature high-purity germanium is close to the model in doping, but detectors made of it are normally operated cold. There $n_i$ falls far below the residual doping and the intrinsic solution no longer applies. Even near room temperature, $L$ depends strongly on temperature. With $n_i\propto T^{3/2}e^{-E_a/2kT}$, a rough $E_a=0.78$ eV and fixed permittivity, warming from 300 to 310 K shortens $L$ by 22\%, to $0.588\,\mu$m. A crystal 1 mm thick is about 1300 times $L$, so its far surface is irrelevant here. A transistor film tens of nanometres thick has no neutral bulk on this scale; it needs a two-surface solution. Charge in surface states changes the gate voltage needed to reach $\psi_s$, but not the profile below the surface once $\psi_s$ is given.

Q: What about quantum mechanics? Electrons do not pile up against a wall like classical particles.

A: They do not. At a hard wall the standing waves contribute densities proportional to $2\sin^2kz=1-\cos2kz$, where $z$ is the distance from the wall. Averaging with the thermal weight $e^{-bk^2}$, where $b=\hbar^2/(2m_zkT)$, gives
\begin{equation}
\frac{n(z)}{n_{\rm cl}}=1-e^{-z^2/b},\qquad
d=\int_0^\infty e^{-z^2/b}dz=\frac{\sqrt{\pi b}}2 .
\end{equation}
This neglects the field within the dead layer $d$. For a (001) germanium surface, all four conduction valleys make the same angle with the normal. Rough valley masses of 1.6 and 0.08 electron masses give
\begin{equation}
\frac{m_e}{m_z}=\frac{1}{3(1.6)}+\frac{2}{3(0.08)}=8.54,
\qquad m_z=0.117\,m_e .
\end{equation}
Hence $d=3.1$ nm, and the classical surface field drops 1.95 mV across it. That is 7.5\% of $kT/q$, or 1.3\% of $\psi_s$. The charge is more sensitive than the second figure suggests. Lowering $u_s$ by 0.075 in \eqref{eq:charge} reduces $|Q_s|$, and with it $F_s$, by about 4\% at fixed $\psi_s$, so that $Q_s\approx-0.0085\,\mathrm{\mu C/cm^2}$. The deep tail is almost unchanged, because the classical profile now starts at depth $d$ with nearly the potential it had there before. This estimate sizes the effect and does not replace a quantum calculation. The drop grows with the surface field, so strong inversion in a scaled transistor is a harder case.

Q: And the remaining assumptions?

A: The surface electron density is $n_ie^{u_s}=6.6\times10^{15}\,\mathrm{cm^{-3}}$. With a rough conduction-band density of states of $10^{19}\,\mathrm{cm^{-3}}$, Fermi-Dirac statistics lowers it by 0.023\% at the same potential.

The mean-field assumption can be judged by comparing two lengths. At the Bjerrum length, $q^2/(4\pi\varepsilon kT)=3.5$ nm, two carriers interact with energy $kT$. The local screening length at the surface, $[\varepsilon kT/q^2(n+p)]^{1/2}$, is 59 nm. Their ratio, 0.059, indicates weak but not vanishing correlations: half of it, about $0.03\,kT$, is the Debye--H\"uckel energy shift at the surface. The model also omits the image force at the dielectric boundary. Against a thick oxide of relative permittivity 3.9, a carrier 3.1 nm deep is repelled by an unscreened energy of about $0.17\,kT$. This lowers the charge by roughly a further 1\%, and a nearby metal gate alters it.

The surface field is about 6\% of a rough breakdown field of 0.1 MV/cm. The band bending of 0.15 eV is smaller than the gap, roughly 0.66 eV, so the conduction-band edge at the surface stays above the valence-band edge in the bulk. Band-to-band tunnelling therefore has no final states at equal energy. All of these are estimates from rough inputs.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Relative permittivity (rough): 16
Intrinsic density (rough): 2.0e+13 cm^-3
Surface potential: 0.15 V
Thermal voltage kT/q: 25.852 mV
Normalized surface potential u_s: 5.8023
tanh(u_s/4): 0.89580
Decay length L, formula: 0.75596 um
Decay length L, direct solution: 0.75596 um
Largest relative error of tanh law, 0 to 5L: 1.5e-08
x/L | psi direct (mV) | psi law (mV) | psi linearized (mV) | tanh(u/4)
0 | 150.0000 | 150.0000 | 150.0000 | 0.89580
1 | 35.3987 | 35.3987 | 55.1819 | 0.32955
2 | 12.5985 | 12.5985 | 20.3003 | 0.12123
3 | 4.6150 | 4.6150 | 7.4681 | 0.04460
5 | 0.6242 | 0.6242 | 1.0107 | 0.00604
Decay rate of psi at surface: 3.126 /L
Decay rate of psi at 5L: 1.00002 /L
Half-potential depth: 278.0 nm
Half-potential depth, linearized: 524.0 nm
Virtual-plane offset x0: 83.2 nm
Surface field, formula: 0.006203 MV/cm
Surface field, direct: 0.006203 MV/cm
Semiconductor charge, formula: -0.008788 uC/cm2
Semiconductor charge, direct: -0.008788 uC/cm2
Tail amplitude for u_s = 1.000: 0.9797 kT/q
Tail amplitude for u_s = 5.802: 3.5832 kT/q
Tail amplitude for u_s = 20.000: 3.9996 kT/q
Tail ceiling 4kT/q: 103.41 mV
Test doping: 4.0e+13 cm^-3
Doped tanh decay rate at surface: 1.5443 /L
Doped tanh decay rate at 5L: 1.1902 /L
Doped tanh decay rate, deep limit: 1.1892 /L
Residual doping (rough): 1.0e+10 cm^-3
Residual-doping change of decay rate: 0.0121 %
Surface electron density: 6.621e+15 cm^-3
Conduction-band density of states (rough): 1.0e+19 cm^-3
Fermi-Dirac density deficit at surface: 0.0234 %
Valley masses (rough): 1.60, 0.08 m_e
Mass normal to (001) surface: 0.1171 m_e
Quantum dead layer: 3.14 nm
Potential drop over dead layer: 1.95 mV
Dead-layer drop / thermal voltage: 0.075
Bjerrum length: 3.48 nm
Local screening length at surface: 58.8 nm
Bjerrum / local screening length: 0.059
Activation gap (rough): 0.78 eV
L at 310 K: 0.588 um (-22.2 %)
Thickness: 1000 um; thickness / L: 1323
Breakdown field (rough): 0.1 MV/cm
Surface field / breakdown field: 0.062
Gap (rough): 0.66 eV; band bending / gap: 0.227
\end{verbatim}
